# Mott's thermopower formula for metals, with the sign for electron carriers

## Result and conventions

Let $e>0$, so that an electron carries charge $-e$. Let $\sigma(E)$ be the conductivity a metal would have if electrons of energy $E$ alone carried the current. To leading order in temperature, the thermopower is

$$S=-\frac{\pi^2}{3}\,\frac{k_B^2T}{e}\left.\frac{d\ln\sigma(E)}{dE}\right|_{E=\mu}.$$

The minus sign comes from the electron charge. If $\sigma(E)$ rises with energy at the chemical potential $\mu$, then $S<0$. If it falls, $S>0$, although electrons still carry the current.

A voltmeter responds to the electric potential $\phi$ together with the chemical potential. It reads differences of $V=\phi-\mu/e$. The corresponding field is

$$\boldsymbol{\mathcal E}=-\nabla V=\mathbf E+\frac{\nabla\mu}{e},\qquad \mathbf E=-\nabla\phi .$$

The thermopower is defined at zero current by $\boldsymbol{\mathcal E}=S\nabla T$. Integrating from the cold end to the hot end gives

$$V_{\rm hot}-V_{\rm cold}=-\int_{T_{\rm cold}}^{T_{\rm hot}}S\,dT .$$

A negative $S$ therefore makes the hot end positive: electrons have accumulated at the cold end until the field stops the flow.

## Simple case: one conducting energy

Suppose that electrons move between the ends at one total energy $\bar E=E-e\phi$, where $E$ is the band energy. Let $\bar\mu=\mu-e\phi=-eV$. The occupation depends on $(\bar E-\bar\mu)/T$. No net current flows if this ratio is the same all along the conductor:

$$0=\nabla\frac{\bar E-\bar\mu}{T}
=-\frac{\nabla\bar\mu}{T}-\frac{\bar E-\bar\mu}{T^2}\nabla T .$$

Since $\bar E-\bar\mu=E-\mu$ and $\boldsymbol{\mathcal E}=\nabla\bar\mu/e$,

$$\boldsymbol{\mathcal E}=-\frac{E-\mu}{eT}\nabla T,\qquad S=-\frac{E-\mu}{eT}.$$

Heating raises the occupation of a level above $\mu$, so electrons there drift toward the cold end and $S<0$. Heating empties a level below $\mu$, so electrons there drift toward the hot end and $S>0$. At $E=\mu$ the occupation is one half at any temperature, and $S=0$. A metal conducts on both sides of $\mu$, and what remains is the imbalance between them.

## All energies: the Boltzmann equation

Assume independent electrons, weak gradients, a steady state, and elastic scattering with relaxation time $\tau(E)$. The phonons are taken to be in local equilibrium. Write $f=f_0+\delta f$, where

$$f_0=\frac{1}{e^{(E-\mu)/k_BT}+1}$$

contains the local $\mu$ and $T$. Since $\hbar\dot{\mathbf k}=-e\mathbf E$, the equation to first order in the gradients is

$$\mathbf v\cdot\nabla f_0-\frac{e\mathbf E}{\hbar}\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}.$$

For the first term, $f_0$ depends on position through $(E-\mu)/T$, so

$$\nabla f_0=\frac{\partial f_0}{\partial E}\,T\,\nabla\frac{E-\mu}{T}
=\left(-\frac{\partial f_0}{\partial E}\right)\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].$$

For the second, $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$, which gives $(-\partial f_0/\partial E)\,e\mathbf E\cdot\mathbf v$. The terms $e\mathbf E$ and $\nabla\mu$ combine into $e\boldsymbol{\mathcal E}$:

$$\delta f=-\tau\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot
\left[e\boldsymbol{\mathcal E}+\frac{E-\mu}{T}\nabla T\right].$$

The current density, with a factor 2 for spin, is

$$\mathbf j=-e\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,\mathbf v\,\delta f .$$

The two minus signs cancel. In an isotropic metal the average of $v_iv_j$ over a surface of constant energy is $\delta_{ij}$ times the average of $v_x^2$. Define

$$\sigma(E)=e^2\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\,\tau\,\delta(E-E_{\mathbf k}),$$

$$L_n=\int dE\left(-\frac{\partial f_0}{\partial E}\right)(E-\mu)^n\sigma(E).$$

Then

$$\mathbf j=L_0\,\boldsymbol{\mathcal E}+\frac{L_1}{eT}\nabla T,\qquad
S=-\frac{1}{eT}\frac{L_1}{L_0}.$$

The ratio $L_1/L_0$ is the mean of $E-\mu$, weighted by each energy's contribution to the conductivity. If $\sigma(E)$ is concentrated at one energy, the mean becomes $E-\mu$ there and the simple case returns.

## The Sommerfeld expansion

Set $x=(E-\mu)/k_BT$. The thermal weight becomes

$$-\frac{\partial f_0}{\partial E}\,dE=w(x)\,dx,\qquad
w(x)=\frac{1}{4\cosh^2(x/2)} .$$

It is even in $x$, has unit area and falls as $e^{-|x|}$. Let $\sigma(E)$ be smooth and nonzero over several $k_BT$ around $\mu$, and let the band edges lie many $k_BT$ away. The limits of integration can then be moved to $\pm\infty$ with exponentially small error. Expand about $\mu$:

$$\sigma(E)=\sigma+\sigma'k_BTx+\tfrac12\sigma''(k_BTx)^2+\tfrac16\sigma'''(k_BTx)^3+\dots$$

Odd moments of $w$ vanish. For the second moment, use $w=-df_0/dx$ and integrate by parts; the boundary terms are zero:

$$\int_{-\infty}^{\infty}x^2w\,dx=2\int_0^\infty x^2\left(-\frac{df_0}{dx}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}.$$

For $x>0$, $1/(e^x+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$, and $\int_0^\infty xe^{-nx}dx=1/n^2$. The alternating sum is the full sum minus twice its even terms:

$$\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.$$

The second moment is therefore $\pi^2/3$. In the same way, the fourth is

$$8\int_0^\infty\frac{x^3dx}{e^x+1}=48\sum_{n\ge1}\frac{(-1)^{n+1}}{n^4}
=48\cdot\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{15}.$$

In $L_1$ the constant $\sigma$ multiplies an odd function and drops out, so the slope gives the first surviving term:

$$L_0=\sigma+\frac{\pi^2}{6}(k_BT)^2\sigma''+\dots,$$

$$L_1=\frac{\pi^2}{3}(k_BT)^2\sigma'+\frac{7\pi^4}{90}(k_BT)^4\sigma'''+\dots$$

With the leading terms, $L_1/L_0=(\pi^2/3)(k_BT)^2\sigma'/\sigma$. Inserting this into $S=-L_1/(eTL_0)$ gives Mott's formula. One factor of $T$ has cancelled, so $S\propto T$ when the logarithmic slope is fixed.

If $\sigma(E)$ is constant, electrons above and below $\mu$ cancel and $S=0$. The conductivity may be large; without a slope it produces no thermopower.

For $\sigma'\ne0$, dividing the two expansions gives the next order:

$$S=S_{\rm Mott}\left\{1+(k_BT)^2\left[\frac{7\pi^2}{30}\frac{\sigma'''}{\sigma'}-\frac{\pi^2}{6}\frac{\sigma''}{\sigma}\right]+\dots\right\}.$$

The formula can thus fail when $\sigma(E)$ departs strongly from a straight line within a few $k_BT$, as it may near a band edge or a sharp resonance. The integrals $L_0$ and $L_1$ may still be usable there.

## The sign, seen from electron paths

The sign can also be found without expanding the Boltzmann equation. An electron arriving at $x=0$ with velocity $\mathbf v$ last collided a time $t$ earlier, with probability density $e^{-t/\tau}/\tau$. For weak gradients it then stood at $x=-v_xt$ and had band energy $E+e\mathcal E_{\!f}v_xt$, where $\mathcal E_{\!f}$ is the electric field along $x$. Its occupation is the local equilibrium value at that place and energy.

I averaged these occupations by Gaussian quadrature over energy, direction and collision time, and found the field that makes the current vanish. The inputs were $\mu=5$ eV and $k_BT=0.05$ eV. Over one mean free path at $\mu$, $T$ changed by the fraction $10^{-4}$, and $\mu$ by $0.3$ times the change in $k_BT$.

- For $\sigma\propto E^3$, the paths give $S=-0.09864\,k_B/e$ and Mott's formula $-0.09870\,k_B/e$.
- For $\sigma\propto1/E$, the paths give $+0.03293\,k_B/e$ and Mott's formula $+0.03290\,k_B/e$.

The small differences agree with the next-order term. For $\sigma\propto E^3$ its bracket is $(7\pi^2/15-\pi^2)/\mu^2=-5.26/\mu^2$. Multiplying by $(k_BT)^2$ gives a relative change of $-5.3\times10^{-4}$.

Both cases have the same charge and opposite slopes. A hole-like band gives a positive sign in a similar way. Near an isotropic parabolic band top $E_t$, the density of states varies as $(E_t-E)^{1/2}$ and $v^2$ as $E_t-E$. With constant $\tau$, $\sigma\propto(E_t-E)^{3/2}$, and so

$$S=+\frac{\pi^2}{2}\frac{k_B^2T}{e(E_t-\mu)}.$$

This requires $E_t-\mu\gg k_BT$.

## Free electrons and a narrow line

For free electrons $E=\hbar^2k^2/2m$. The density of states is $g(E)=k^2/(\pi^2\hbar v)$, the average of $v_x^2$ is $v^2/3$, and $v\tau=\lambda$ is the mean free path. Hence

$$\sigma(E)=e^2g\,\frac{v^2\tau}{3}=\frac{e^2k^2\lambda(E)}{3\pi^2\hbar}.$$

At the Fermi energy $E_F$, $n=k_F^3/3\pi^2$ and $mv_F=\hbar k_F$ turn this into the Drude result $ne^2\tau/m$. Since $k^2\propto E$,

$$\frac{d\ln\sigma}{d\ln E}=1+\frac{d\ln\lambda}{d\ln E}.$$

A constant $\lambda$ gives slope 1; a constant $\tau$ gives $3/2$.

For phonons, consider classical occupation and a deformation coupling for which the squared matrix element, including the occupation, does not depend on the wavevector $q$. Let $q$ have a fixed cutoff $q_D<2k$. Energy conservation contributes $1/(vq)$, and the loss of forward momentum contributes $1-\cos\theta=q^2/2k^2$. Thus

$$\frac1\tau\propto\int_0^{q_D}q^2dq\,\frac{1}{vq}\,\frac{q^2}{2k^2}
=\frac{q_D^4}{8vk^2},\qquad
\frac1{\lambda_b}=\frac{1}{v\tau}\propto\frac1{v^2k^2}\propto\frac1{E^2}.$$

In this model $\lambda_b\propto E^2$, and the slope of a wide line is 3.

Let the walls of a narrow line add a scattering length $w$ that does not depend on energy:

$$\frac1\lambda=\frac1{\lambda_b}+\frac1w .$$

Differentiating with respect to $\ln E$ gives

$$-\frac1\lambda\frac{d\ln\lambda}{d\ln E}=-\frac{2}{\lambda_b},\qquad
\frac{d\ln\sigma}{d\ln E}=1+\frac{2\lambda}{\lambda_b}.$$

Adding the two rates is an approximation to real wall scattering, which depends on direction and geometry. For diffuse walls that halve the conductivity, the slope is 1.93 in a round wire and 2.06 in a film, against 2 from this rule; for a film at a tenth of the bulk conductivity it is 1.5, against 1.2. For $w\to\infty$ the slope is 3. For $w\ll\lambda_b$ it tends to 1, as long as the transport picture itself survives. At fixed $E_F$, $T$ and $\lambda_b$, wall scattering thus weakens the thermopower while raising the resistivity.

## Numbers for an interconnect line

Take round values in the rough regime of aluminium: $E_F=12$ eV, $\lambda_b=20$ nm, $w=20$ nm and $T=300$ K. Then $k_BT/E_F=0.002154$ and $k_B/e=86.17$ µV/K. The thermopower per unit logarithmic slope is

$$-\frac{\pi^2}{3}\frac{k_B}{e}\frac{k_BT}{E_F}
=-3.290\times86.17\times0.002154=-0.611\ \text{µV/K}.$$

The wide line has slope 3 and $S=-1.83$ µV/K. In the narrow line $\lambda=10$ nm, the slope is $1+2(10/20)=2$, and $S=-1.22$ µV/K. The resistivity doubles from 1.93 to 3.86 µΩ cm.

Let the ends be at 275 K and 325 K. With the mean free paths held fixed, $S\propto T$, and its average is its value at 300 K. The hot end is positive by $1.832\times50=91.6$ µV in the wide line and by 61.1 µV in the narrow one.

Join the two lines at their hot ends, with no temperature step at the joint, and keep both free ends at 275 K. Following $V$ through the joint gives

$$V_{\rm wide}-V_{\rm narrow}=(S_{\rm wide}-S_{\rm narrow})\Delta T=-30.5\ \text{µV}.$$

Two widths of one metal form a thermocouple in this model. The value holds for elastic scattering; finite phonon energies reduce it, by an amount that depends on the phonon model, as shown below. A thermal boundary resistance at the joint would add a temperature step, whose voltage needs a thermopower for the interface itself.

## What the model leaves out

**Thermal expansion of the integrals.** At fixed density, integration by parts and the Sommerfeld expansion give

$$E_F^{3/2}=\mu^{3/2}+\frac{\pi^2}{8}\frac{(k_BT)^2}{\mu^{1/2}}+\dots,\qquad
\mu\simeq E_F-\frac{\pi^2}{12}\frac{(k_BT)^2}{E_F}.$$

The shift is $-46$ µeV. For the narrow line, numerical integration of $L_0$ and $L_1$ at the shifted $\mu$ gives an $S$ that differs from Mott's value at $E_F$ by $-1.8\times10^{-5}$ of that value. This includes both the shift and the higher Sommerfeld terms, and it is negligible here.

**Inelastic scattering.** Phonon energies are not small compared with $k_BT$. For a size estimate, keep the phonon model used above, with $\omega\propto q$ and $\hbar\omega=k_B\times400$ K at the cutoff $q_D$. The squared coupling is proportional to $q$ before the phonon occupation is included, and three valence electrons per atom give $q_D=0.87\,k_F$. The phonons stay in equilibrium. An electron now changes both energy and direction in a collision, so the linearized Boltzmann equation must be solved for all energies together, including scattering into each state.

A numerical solution at 300 K gives $S=-1.30$ µV/K for the wide line and $-1.05$ µV/K for the narrow one, with $w$ again equal to the bulk mean free path. The elastic values were $-1.83$ and $-1.22$ µV/K. The difference between the widths shrinks more than either value: the couple gives about $-12$ µV instead of $-30.5$ µV. Here $S$ is no longer proportional to $T$ ($|S|/T$ of the wide line rises by about 8 % from 275 K to 325 K), but the variation is nearly linear, so the values at 300 K still represent the average. In this model the elastic formula gives the right sign for the effect of width but overstates its size by more than a factor of two. That factor should not be carried over to aluminium. The model has one phonon branch and no collisions that exchange momentum with the lattice. For the wide line its Lorenz ratio $\kappa/\sigma T$, with $\kappa$ the electronic thermal conductivity, is 0.61 of the elastic value, whereas aluminium at 300 K shows roughly 0.87, so the model probably overstates the inelastic effect. The result is also sensitive to the cutoff: 200 K in place of 400 K gives a Lorenz ratio of 0.86 and a couple of $-23$ µV.

**Phonon drag.** A temperature gradient also drives phonons, which can push electrons. For phonons with linear dispersion the pressure is one third of the energy density, so the force per volume is $-(C_{\rm ph}/3)\nabla T$, where $C_{\rm ph}$ is the heat capacity per volume. If all of it reached the electrons, balance with $-ne\boldsymbol{\mathcal E}$ would require

$$S_{\rm drag}=-\frac{C_{\rm ph}}{3ne}=-\frac{k_B}{Ze}=-28.7\ \text{µV/K}.$$

The second form uses the classical value $3k_B$ per atom and $Z=3$ valence electrons. This is a ceiling for direct momentum transfer, not an estimate of the actual drag. Most phonon momentum may be lost elsewhere, but a transfer of 0.64 % would already add a tenth of the wide-line diffusion value. Drag cannot be dismissed on these numbers. Collisions that also exchange momentum with the lattice are outside this estimate.

**Short times and steep gradients.** The temperature changes by a fraction $3.3\times10^{-3}$ over 20 nm if the 50 K fall along 1 µm, so a local description is reasonable. The electron relaxation time is $\lambda_b/v_F=9.7$ fs. Transient heating must be slow on this scale, and the electrons must also have a local temperature. If electrons and phonons have different temperatures, the elastic formula needs the electron temperature in the thermal weight and the phonon temperature in $\tau$.

**Comparison with real lines.** Bulk aluminium at room temperature has a resistivity of roughly 3 µΩ cm and a thermopower of roughly −2 µV/K. The model resistivity is somewhat low. The closeness of $S$ is not evidence for the model, given the inelastic correction and the unknown drag. Copper, also an interconnect metal, has a small positive thermopower, which this free-electron model cannot give with its rising $\sigma(E)$. Real bands and scattering break the assumed slope, and each unit of change in it moves $S$ by 0.61 µV/K at these settings. Real lines also have grain boundaries. If the added scattering length varied as $w\propto E$, the narrow-line slope would gain $\lambda/w=0.5$, and $S$ would move by −0.31 µV/K, half of the difference that the elastic model predicts between the two widths. Using width to reduce thermoelectric offsets therefore requires knowing how the added scattering depends on energy.

Numbers in the example were calculated in double precision.
